# Barrier mass and the ground level of a finite quantum well

**Q:** I am estimating the lowest subband of an InGaAs channel between InAlAs barriers. The barrier electrons are heavier than the well electrons, so the wave function decays faster in the barrier. Less penetration means tighter confinement, and tighter confinement means a higher level. I checked it: I solved the well with the barrier mass in the decay constant and $\psi$ and $\psi'$ continuous at the walls. Going from equal masses to the true barrier mass, the level rose from 75.9 to 85.2 meV. Is there anything wrong with that?

**A:** The faster decay is right. The trouble lies in how you joined the two regions, so let us fix the model first. The well has width $L$ and mass $m_w$, the barriers have height $V_0$ and mass $m_b$ and are thick enough to count as infinite. Energies are measured from the well's band edge, and the electron has no in-plane motion for now. The envelope function obeys

$$-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+V(x)\psi=E\psi .$$

Placing $1/m$ between the derivatives is part of the model. It makes the operator Hermitian; other Hermitian orderings exist and can give other matching rules. What does this equation say about $\psi'$ at a wall?

**Q:** I would integrate it over a short interval from $x_0-\epsilon$ to $x_0+\epsilon$ around the wall:

$$-\frac{\hbar^2}{2}\left[\frac{\psi'}{m}\right]_{x_0-\epsilon}^{x_0+\epsilon}=\int_{x_0-\epsilon}^{x_0+\epsilon}(E-V)\,\psi\,dx .$$

The integrand is finite, so the right side vanishes as $\epsilon\to0$. Then $\psi'/m$ is continuous, not $\psi'$.

**A:** Yes. Continuity of $\psi$ and of $\psi'/m$ are the BenDaniel-Duke conditions. They also protect the particle current $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$, which is built from just these two continuous quantities. With your rule, $j$ jumps by the factor $m_w/m_b$ at the wall.

**Q:** A bound state carries no current. Does the jump matter here?

**A:** It shows that your rule does not belong to this Hamiltonian. Send a wave from the well material onto a single step, at an energy above $V_0$, with wave numbers $k$ before and $q$ after it. Continuity of $\psi$ and $\psi'$ gives the amplitudes $r=(k-q)/(k+q)$ and $t=2k/(k+q)$. Relative to the incident flux, the reflected flux is $r^2$ and the transmitted flux is

$$t^2\,\frac{q/m_b}{k/m_w}=\frac{4kq}{(k+q)^2}\,\frac{m_w}{m_b}.$$

Since $r^2+4kq/(k+q)^2=1$, the total is 1 only if the masses agree. For $m_w=0.043\,m_0$, $m_b=0.075\,m_0$, $V_0=0.50$ eV and an energy 0.1 eV above the step, the outgoing flux is 0.61 of the incoming flux. With $\psi'/m$ continuous it is 1. Flux conservation alone does not fix the matching rule, however. The ordering $m^{-1/2}p^2m^{-1/2}$ is also Hermitian. It makes $\psi/\sqrt m$ and $\psi'/\sqrt m$ continuous, conserves the flux, and has $k\tan(kL/2)=\kappa$ as its bound-state condition, which gives your 85.2 meV. The direction in which the level moves thus depends on the ordering, and everything below is for the Hamiltonian written above.

**Q:** Then I must redo the bound state. Which way does the level move?

**A:** Take the even state, $\psi=A\cos kx$ inside and $\psi=Be^{-\kappa(x-L/2)}$ to the right, with

$$k=\frac{\sqrt{2m_wE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_b(V_0-E)}}{\hbar}.$$

At $x=L/2$ the two conditions read

$$A\cos\frac{kL}{2}=B,\qquad -\frac{k}{m_w}A\sin\frac{kL}{2}=-\frac{\kappa}{m_b}B .$$

Dividing the second by the first removes the amplitudes:

$$\frac{k}{m_w}\tan\frac{kL}{2}=\frac{\kappa}{m_b}=\frac{1}{\hbar}\sqrt{\frac{2(V_0-E)}{m_b}} .$$

For the ground state $0<kL/2<\pi/2$. In that range the left side grows with $E$ from zero, while the right side falls with $E$ and reaches zero at $V_0$. They cross once. Now increase $m_b$ at fixed $V_0$, $L$ and $m_w$. The left curve stays, the right curve drops, and the crossing moves down. The level falls.

**Q:** In my version the right side was $\kappa$ itself.

**A:** Yes, you had $k\tan(kL/2)=\kappa$. There $m_b$ enters as $\sqrt{m_b}$, the right curve goes up, and so does the root. The correct condition contains $\kappa/m_b\propto1/\sqrt{m_b}$. The division by $m_b$ outweighs the growth of $\kappa$.

**Q:** I accept the algebra, but my picture still bothers me. If $E$ falls and $m_b$ rises, then $\kappa$ certainly rises. The tail is shorter. How can a shorter tail go with a lower level?

**A:** The well does not feel the tail's length. It feels the slope that $\psi$ must have just inside the wall. Describe this slope by a length,

$$\ell=-\left.\frac{\psi}{\psi'}\right|_{\text{just inside}}=\frac{m_b}{m_w\kappa}.$$

The tangent to $\psi$ at the wall, drawn from the inside, reaches zero a distance $\ell$ beyond it. The matching condition becomes $k\tan(kL/2)=1/\ell$, hence

$$\frac{kL}{2}=\arctan\frac{1}{k\ell}=\frac{\pi}{2}-\arctan(k\ell).$$

Multiplying by $2/k$ and rearranging gives

$$L_{\rm eff}\equiv\frac{\pi}{k}=L+\frac{2}{k}\arctan(k\ell),\qquad E=\frac{\hbar^2\pi^2}{2m_wL_{\rm eff}^2}.$$

The finite well has the ground energy of a hard-walled well of width $L_{\rm eff}$. When $E$ falls, $k\tan(kL/2)$ falls, so $\ell$ grows. The decay length $1/\kappa$ shrinks at the same time. The two lengths coincide for equal masses and part when the masses differ.

**Q:** So my picture would be right if the tail were shortened by raising $V_0$ instead?

**A:** At fixed masses, yes. Then $\ell$ and $1/\kappa$ are proportional, both shrink, and the level rises. Your rule of thumb comes from a case in which one length stands for the other.

**Q:** Can I see the fall without the matching condition, from energy alone?

**A:** The ground energy is the minimum, over normalized $\psi$, of

$$F[\psi]=\int\left(\frac{\hbar^2}{2m}|\psi'|^2+V|\psi|^2\right)dx .$$

Let $\psi_1$ be the ground state for barrier mass $m_1$, and let $m_2>m_1$. Use $\psi_1$ as a trial function for the second well:

$$E_2\le F_2[\psi_1]=E_1-\frac{\hbar^2}{2}\left(\frac1{m_1}-\frac1{m_2}\right)\int_{\rm barrier}|\psi_1'|^2dx<E_1 .$$

A heavier barrier makes slope in the barrier cheaper. Even with its shape frozen the state costs less, and relaxing the shape can only lower the energy further.

**Q:** How fast does it fall?

**A:** Differentiate $E=F[\psi]$ with respect to $m_b$. The change of $\psi$ contributes nothing at first order, because $F$ is stationary at $\psi$ under changes that keep the norm. What remains is the explicit $1/m_b$:

$$\frac{dE}{d\ln m_b}=-T_b,\qquad T_b=\int_{\rm barrier}\frac{\hbar^2}{2m_b}|\psi'|^2dx .$$

In the barrier $|\psi'|=\kappa|\psi|$, and $\hbar^2\kappa^2/2m_b=V_0-E$. With $P_b$ the probability of finding the electron in the barriers,

$$\frac{dE}{d\ln m_b}=-(V_0-E)\,P_b .$$

The same derivative holds for an excited bound level. In-plane motion with fixed wave vector $k_\parallel$ adds $\hbar^2k_\parallel^2/2m(x)$ to $V(x)$, a term which a heavier barrier also lowers, so the total energy again falls.

**Q:** At least $P_b$ must go down with the tail length.

**A:** Not in general. Write $\theta=kL/2$ and set $A=1$. The well contributes

$$\int_{-L/2}^{L/2}\cos^2kx\,dx=\frac L2+\frac{\sin2\theta}{2k},$$

and the two tails contribute $2\cos^2\theta\int_0^\infty e^{-2\kappa s}ds=\cos^2\theta/\kappa$. Therefore

$$P_b=\frac{\cos^2\theta/\kappa}{L/2+\sin(2\theta)/(2k)+\cos^2\theta/\kappa}.$$

A heavier barrier shortens the tail, $1/\kappa$, but it raises the amplitude at the wall, $\cos\theta$, because $\theta$ falls with $E$. The two effects compete.

**Q:** Which wins?

**A:** Look at the two ends. For a very heavy barrier, $\kappa/m_b\to0$, so the slope inside the wall vanishes and $\theta$ is small. With $\tan\theta\approx kL/2$ the matching condition becomes $k^2L/2\approx m_w\kappa/m_b$, and with $\kappa\approx\sqrt{2m_bV_0}/\hbar$,

$$E=\frac{\hbar^2k^2}{2m_w}\approx\frac{\hbar^2\kappa}{m_bL}\approx\frac{\hbar}{L}\sqrt{\frac{2V_0}{m_b}}\to0 .$$

Here $\cos\theta\to1$ and $P_b\approx1/(\kappa L)\to0$. The electron has left the barrier altogether, and its level has sunk to the bottom of the well. That is the opposite of hard-wall behaviour.

**Q:** And a very light barrier?

**A:** That depends on whether $V_0$ lies above the hard-wall level $E_\infty=\hbar^2\pi^2/(2m_wL^2)$. If it does, $\ell\propto\sqrt{m_b}\to0$ and $E\to E_\infty$. The wall amplitude is $\cos\theta\approx k\ell$, so $\cos^2\theta/\kappa\propto m_b/\sqrt{m_b}$, which vanishes. The tail is very long but carries almost nothing. So $P_b$ vanishes at both ends and has a maximum between them, while $E$ falls all the way.

If $V_0<E_\infty$, the level cannot reach $E_\infty$. It approaches $V_0$ instead: $\tan\theta$ stays finite, so $\kappa=(m_b/m_w)k\tan\theta\to0$, and $V_0-E=\hbar^2\kappa^2/2m_b\propto m_b\to0$. The wall amplitude stays finite while the tail grows without limit, and $P_b\to1$.

**Q:** Let us put in my channel: $L=8$ nm, $m_w=0.043\,m_0$, $m_b=0.075\,m_0$, $V_0=0.50$ eV.

**A:** With $\hbar^2/2m_0=0.0381$ eV nm², the hard-wall level is 136.6 meV, below $V_0$. The root of the matching condition is $E=66.3$ meV. To verify it:

$$k=\sqrt{\frac{0.043\times0.0663}{0.0381}}=0.2735\ \text{nm}^{-1},\qquad \kappa=\sqrt{\frac{0.075\times0.4337}{0.0381}}=0.924\ \text{nm}^{-1}.$$

Then $k\tan(kL/2)=0.2735\tan(1.094)=0.529$ nm⁻¹, and $m_w\kappa/m_b=0.5733\times0.924=0.530$ nm⁻¹, equal within rounding. The extrapolation length is $\ell=1/0.530=1.89$ nm, and

$$L_{\rm eff}=8+\frac{2\arctan(0.2735\times1.89)}{0.2735}=11.5\ \text{nm}.$$

Other barrier masses, with everything else fixed, give:

| $m_b/m_0$ | $E$ (meV) | $1/\kappa$ (nm) | $\ell$ (nm) | $P_b$ (%) |
|---|---|---|---|---|
| 0.020 | 88.5 | 2.15 | 1.00 | 3.83 |
| 0.043 | 75.9 | 1.45 | 1.45 | 4.03 |
| 0.075 | 66.3 | 1.08 | 1.89 | 3.98 |
| 0.300 | 43.5 | 0.53 | 3.68 | 3.28 |

As a test, the differential operator was diagonalized on a grid of 0.02 nm spacing with 30 nm barriers, without any matching formula. For seven masses from 0.02 to 1.2 $m_0$, its ground levels agree with the matching condition within 0.016 meV. The numerical output lists all seven.

**Q:** So where I found a rise of 9.3 meV, there is a fall of 9.6 meV. And $P_b$ has hardly changed.

**A:** The decay length shrinks by 25% between equal masses and your barrier mass, while $P_b$ changes by 1% of its value. You happen to sit near its maximum, which lies at about $0.05\,m_0$. The rate formula accounts for the fall. At equal masses $(V_0-E)P_b=424\times0.0403=17.1$ meV, and at your barrier mass $434\times0.0398=17.3$ meV. Taking 17.2 meV over the whole interval,

$$\Delta E\approx-17.2\,\ln\frac{0.075}{0.043}=-17.2\times0.556=-9.6\ \text{meV}.$$

**Q:** Suppose I change to a barrier alloy with a wider gap. Its mass may be heavier, but its offset may be larger too. Could the level then rise?

**A:** It could, and the offset would be what raises it. Differentiating $F$ with respect to $V_0$ gives $dE/dV_0=P_b$, so for a joint change

$$dE=P_b\left[dV_0-(V_0-E)\,d\ln m_b\right].$$

The level rises if $dV_0>(V_0-E)\,d\ln m_b$. For finite changes, note that the barrier enters the matching condition through $(V_0-E)/m_b$ alone. Keeping $E$ at its equal-mass value of 75.9 meV while the barrier mass goes to $0.075\,m_0$ therefore requires

$$V_0'=0.0759+(0.50-0.0759)\frac{0.075}{0.043}=0.816\ \text{eV}.$$

The offset would have to grow by 0.316 eV to cancel the mass effect. This is why the statement needs the words "at fixed offset".

**Q:** How far can I trust 66 meV for a real channel?

**A:** The parameters are rough typical values for InGaAs and InAlAs lattice matched to InP, and the model has flat bands, sharp walls and parabolic dispersion. Real channels depart from all three.

Nonparabolicity comes first. In a two-band estimate with rough gaps of 0.74 eV in the well and 1.5 eV in the barrier, the masses become $m_w(1+E/0.74)$ and $m_b[1-(V_0-E)/1.5]$, energies in eV. The level moves up by 2.7 meV to 69.0 meV.

**Q:** Up? I expected a heavier well mass to push it down.

**A:** It does, but the barrier mass at this energy is lighter than at the barrier's band edge, by the factor $1-0.431/1.5=0.71$. By the rate formula that raises the level by about $-17.3\ln0.71=5.9$ meV. For the well mass, the corresponding rate is minus the kinetic energy in the well, which is what remains of $E$:

$$T_w=E-V_0P_b-(V_0-E)P_b=66.3-19.9-17.3=29.1\ \text{meV}.$$

The well mass grows by the factor $1+0.069/0.74=1.093$, which lowers the level by about $29.1\ln1.093=2.6$ meV. The first-order sum, $+3.3$ meV, has the right sign and exceeds the computed 2.7 meV by about a fifth. The fall between the two barrier masses becomes 8.0 meV instead of 9.6 meV.

**Q:** And the field from the doping?

**A:** Take $10^{12}$ electrons per cm², supplied from one side, with a rough relative permittivity of 13.9. The field at the doped side is 0.13 MV/cm. One Poisson step, not iterated to self-consistency, lowers the level by 5.3 meV relative to the band edge at the well's centre. The sign follows from the shape of the added potential: its slope decreases across the channel as the electrons screen the field, so its average over a symmetric density lies below its central value. The flat-band state used as a trial function then already has an energy lower by 4.3 meV; the remaining 1.0 meV comes from the relaxation of the state in the field. With this potential held fixed, the fall with barrier mass is 9.8 meV. Iterating to self-consistency changes the shift to 5.1 meV and the fall to 9.7 meV.

Growth errors are of similar size. One extra monolayer, about 0.29 nm, lowers the level by 3.2 meV, and 0.05 eV more offset raises it by 1.9 meV. Each of the four shifts (nonparabolicity, field, width, offset) is smaller than the mass effect, but their magnitudes add up to about 13 meV and so exceed it. Two samples that also differ in width, doping or offset therefore need not show the fall. The statement compares wells that differ in barrier mass alone.

**Q:** My channel is degenerate at that density. Does the in-plane motion spoil anything?

**A:** At the Fermi wave vector the in-plane energy, computed with the well mass, is 55.7 meV. The part of the electron in the barrier has the heavier mass, which lowers the total by 1.0 meV. First-order theory gives nearly the same: $0.0398\times55.7\times(0.043/0.075-1)=-0.95$ meV. These figures are for parabolic bands. With the two-band masses the state at the Fermi wave vector lies only 45.5 meV above the subband edge, about 10 meV less than 55.7 meV, and the fall between the two barrier masses at that wave vector is 8.1 meV. With parabolic bands the second subband lies 199 meV above the first; the two-band masses reduce this to about 166 meV. Either spacing is well above both the Fermi energy and the thermal energy of 26 meV at 300 K, so the lowest subband holds nearly all the electrons. Tunnelling out of the well is weak as well: for a flat barrier 10 nm thick, the factor $e^{-2\kappa d}$ is about $10^{-8}$ with the band-edge barrier mass and about $2\times10^{-7}$ with the lighter two-band mass. A field of 0.13 MV/cm across the whole barrier on the doped side raises these factors to roughly $10^{-7}$ and $6\times10^{-7}$. Other leakage paths, such as defects or thermal emission, are not covered by this estimate.

**Q:** Then I should replace my argument with this: a heavier barrier shortens the tail, but it also lets the wave function meet the wall with less slope on the well side, and the energy follows the slope.

**A:** Yes, for fixed offset, width and well mass, and with $\psi'/m$ continuous at the walls.

## Computed values

```
well mass 0.043 m0, barrier mass 0.075 m0
offset 0.50 eV, width 8.0 nm
hbar^2/(2 m0) = 0.038100 eV nm^2
hard-wall level = 136.64 meV
columns: m_b (m0), E (meV), 1/kappa (nm), ell (nm),
         L_eff (nm), P_b (%), wrongly matched E (meV)
0.020    88.53   2.152   1.001   9.939   3.83    62.69
0.043    75.89   1.445   1.445  10.735   4.03    75.89
0.075    66.30   1.082   1.888  11.485   3.98    85.18
0.150    54.51   0.755   2.634  12.666   3.72    95.86
0.300    43.53   0.527   3.680  14.174   3.28   105.14
0.600    33.86   0.369   5.150  16.070   2.76   112.81
1.200    25.76   0.259   7.221  18.423   2.22   118.92
largest grid-formula level difference = 0.0157 meV
k at actual mass = 0.2735 1/nm
kappa at actual mass = 0.9240 1/nm
fall, equal to actual mass = 9.59 meV
decay length, same change = -25.1 %
P_b, same change (relative) = -1.1 %
wrong-rule rise, same change = 9.30 meV
dE/dln m_b, grid = -17.277 meV
dE/dln m_b, formula = -17.279 meV
greatest P_b = 4.03 % at m_b = 0.049 m0
offset cancelling the fall = 0.816 eV
step flux out/in at E = V0 + 0.1 eV, correct = 1.0000
step flux out/in, wrong rule = 0.6116
heavy limit m_b = 10000 m0: E = 0.3442 meV
heavy-limit law = 0.3451 meV
neglected effects:
rough gaps: well 0.74 eV, barrier 1.5 eV
nonparabolic level = 69.03 meV
nonparabolic shift = 2.74 meV
fall with nonparabolicity = 8.00 meV
sheet density = 1.0e+12 cm^-2, permittivity 13.9
field at doped side = 0.130 MV/cm
level with field, from centre edge = 60.97 meV
shift by field = -5.32 meV
fall with field = 9.84 meV
shift, width +0.29 nm = -3.24 meV
shift, offset +0.05 eV = 1.89 meV
in-plane correction at k_F = -0.97 meV
Fermi energy above E1 (T=0, parabolic) = 55.7 meV
second level = 265.4 meV
level spacing = 199.1 meV
thermal energy at 300 K = 25.9 meV
tunnel factor exp(-2 kappa d), d = 10 nm: 9.4e-09
```
